# Quarter-Power Growth of Interface Traps from Atomic-Hydrogen Diffusion

Suppose that the silicon–hydrogen bonds at an oxide interface break under stress at a rate of $2\times10^{-3}\ \mathrm{s^{-1}}$. If bond breaking were the whole story, more than 99.9 % of them would be gone within an hour. The initial breaking rate, extrapolated linearly, would do worse still: after $10^5$ s it would predict 200 times as many broken bonds as there were bonds to break. What is missing is the released hydrogen, which stays near the interface and repairs bonds until it diffuses away. If the hydrogen density is averaged along the interface, this feedback makes the density of broken bonds, the interface traps, grow as the fourth root of time over a limited window. This section derives that law and finds the limits of the window.

## The model

Let $N_0$ be the number of passivated bonds per area before stress, $N(t)$ the number of traps generated per area, and $H(x,t)$ the number of hydrogen atoms per volume at depth $x>0$ in the oxide. Bonds break at rate $k_F$ and are repassivated with coefficient $k_R$:

$$\frac{dN}{dt}=k_F(N_0-N)-k_R\,N\,H(0,t). \tag{1}$$

The product $N H(0,t)$ is a mean-field assumption: every broken bond sees the same, laterally averaged hydrogen density. The atoms are neutral, so the field does not move them, and they diffuse with constant $D$. Each new trap releases one atom into the oxide:

$$\frac{\partial H}{\partial t}=D\frac{\partial^2H}{\partial x^2},\qquad -D\left.\frac{\partial H}{\partial x}\right|_{x=0}=\frac{dN}{dt}. \tag{2}$$

At $t=0$ there are no traps and no free hydrogen. The oxide is first taken as a half-space. Integrating the diffusion equation over $x$, with no flux at infinity, gives $\frac{d}{dt}\int_0^\infty H\,dx=\frac{dN}{dt}$, and hence

$$N(t)=\int_0^\infty H(x,t)\,dx. \tag{3}$$

Dividing (1) by $k_R$ and rearranging, without approximation, gives

$$N\,H(0,t)=K\left[1-\frac{N}{N_0}-\frac{1}{k_FN_0}\frac{dN}{dt}\right],\qquad K=\frac{k_FN_0}{k_R}. \tag{4}$$

When few bonds are broken, and the net generation rate is much smaller than the breaking rate $k_FN_0$, both corrections are small. Breaking and repair then nearly cancel:

$$N\,H(0,t)=K. \tag{5}$$

The more traps there are, the less hydrogen is needed at the interface to hold this balance.

## A closed equation for the trap density

Let $h(t)=H(0,t)$, and let a hat denote the Laplace transform with variable $p$. Since $H(x,0)=0$, equation (2) becomes $p\hat H=D\,\partial_x^2\hat H$. The solution that stays bounded is $\hat H=\hat h\,e^{-x\sqrt{p/D}}$. Integrating it over $x$ and using (3) gives $\hat N=\sqrt D\,p^{-1/2}\,\hat h$. Because $\int_0^\infty e^{-pt}t^{-1/2}dt=\sqrt{\pi/p}$, the factor $p^{-1/2}$ is the transform of $1/\sqrt{\pi t}$. The convolution theorem then gives the hydrogen uptake of a half-space with any surface density:

$$N(t)=\sqrt{\frac D\pi}\int_0^t\frac{h(s)}{\sqrt{t-s}}\,ds. \tag{6}$$

Inserting $h=K/N$ from (5) closes the problem:

$$N(t)=K\sqrt{\frac D\pi}\int_0^t\frac{ds}{N(s)\sqrt{t-s}}. \tag{7}$$

## Why the solution is a power law

A power law could simply be tried in (7). It is more informative to show that no other solution is available in a reasonable class: positive functions for which $1/N$ is square-integrable on every finite interval $(0,T)$.

Let $N_1$ and $N_2$ be two such solutions, and define

$$M=N_1-N_2,\qquad g=\frac1{N_1}-\frac1{N_2}=-\frac{M}{N_1N_2}. \tag{8}$$

Subtract the two versions of (7), multiply by $g(t)$ and integrate over $t$. The integrand is symmetric in $s$ and $t$, so the triangle $s<t$ contributes half of the full square:

$$\int_0^T gM\,dt=\frac K2\sqrt{\frac D\pi}\int_0^T\!\!\int_0^T\frac{g(t)g(s)}{|t-s|^{1/2}}\,ds\,dt. \tag{9}$$

The kernel has the Fourier form

$$|\tau|^{-1/2}=\sqrt{\frac2\pi}\int_0^\infty\omega^{-1/2}\cos(\omega\tau)\,d\omega, \tag{10}$$

understood with a factor $e^{-\epsilon\omega}$ and $\epsilon\to0$. Since $g$ is real, the double integral in (9) equals

$$\sqrt{\frac2\pi}\int_0^\infty\omega^{-1/2}\left|\int_0^Tg(t)e^{i\omega t}dt\right|^2d\omega\ \ge 0.$$

By (8), however, the left side of (9) is $-\int_0^T M^2/(N_1N_2)\,dt\le0$. Both sides must vanish, so $M=0$ and the solution is unique.

Now take a solution $N$ and define $\tilde N(t)=\lambda^{-1/4}N(\lambda t)$ for any $\lambda>0$. Put $\tilde N$ into the right side of (7) and substitute $s=\sigma/\lambda$. The factor $1/\tilde N$ supplies $\lambda^{1/4}$, the differential $\lambda^{-1}$, and the inverse square root $\lambda^{1/2}$:

$$K\sqrt{\frac D\pi}\int_0^t\frac{ds}{\tilde N(s)\sqrt{t-s}}
=\lambda^{-1/4}K\sqrt{\frac D\pi}\int_0^{\lambda t}\frac{d\sigma}{N(\sigma)\sqrt{\lambda t-\sigma}}=\tilde N(t). \tag{11}$$

So $\tilde N$ is also a solution in the same class, and by uniqueness $N(\lambda t)=\lambda^{1/4}N(t)$. This means $N=At^{1/4}$.

To find $A$, insert this form in (7) and set $s=tv$:

$$At^{1/4}=\frac KA\sqrt{\frac D\pi}\;t^{1/4}\int_0^1v^{-1/4}(1-v)^{-1/2}dv. \tag{12}$$

The integral is the Beta function $B(\tfrac34,\tfrac12)=\sqrt\pi\,\Gamma(\tfrac34)/\Gamma(\tfrac54)$. Therefore $A^2=GK\sqrt D$ with $G=\Gamma(\tfrac34)/\Gamma(\tfrac54)=1.352$, and

$$\boxed{N(t)=\left[\frac{\Gamma(3/4)}{\Gamma(5/4)}\right]^{1/2}\left(\frac{k_FN_0}{k_R}\right)^{1/2}(Dt)^{1/4}} \tag{13}$$

with a numerical prefactor of 1.163. The function $1/N\propto t^{-1/4}$ is square-integrable at the start, as the uniqueness argument requires.

The exponent has a simple reading. The hydrogen occupies a depth of order $\sqrt{Dt}$, so $N\sim h\sqrt{Dt}$. At constant $h$ this would give $t^{1/2}$. But $h=K/N$ falls as traps accumulate, so $N^2\sim K\sqrt{Dt}$, and the exponent is halved.

## The beginning of the window

At first there is no hydrogen to repair bonds, and (1) gives $N=k_FN_0t$. This line meets (13) at

$$t_c=\left(\frac{A}{k_FN_0}\right)^{4/3}. \tag{14}$$

On the quarter-power law, the last term in (4) is $\frac{A}{4k_FN_0}t^{-3/4}=\frac14(t_c/t)^{3/4}$. Reaction equilibrium therefore needs $t\gg t_c$.

## Small corrections

Other effects change the balance (5) to $Nh=K(1+\varepsilon t^q)$, with a small correction and $q>-\tfrac34$. Write $N=At^{1/4}(1+d\,t^q)$. To first order,

$$h=\frac KA\,t^{-1/4}\left[1+(\varepsilon-d)t^q\right]. \tag{15}$$

The Beta integral, applied to a general power, turns (6) into the rule that $h=t^m$ gives $N=\sqrt D\,\frac{\Gamma(m+1)}{\Gamma(m+3/2)}t^{m+1/2}$. With $m=q-\tfrac14$, the terms of order $t^{q+1/4}$ are

$$A\,d=\frac{K\sqrt D}{A}(\varepsilon-d)\frac{\Gamma(\frac34+q)}{\Gamma(\frac54+q)}.$$

Using $A^2=GK\sqrt D$ and solving for $d$,

$$d=\frac{\varepsilon}{R(q)},\qquad R(q)=1+G\,\frac{\Gamma(\frac54+q)}{\Gamma(\frac34+q)}. \tag{16}$$

Since $R>1$, the feedback reduces the disturbance.

For bond depletion, (4) gives $\varepsilon t^q=-N/N_0$, so $q=\tfrac14$ and $R=2.198$. The relative change of $N$ is $-N/(2.198N_0)$.

If $N_p$ traps per area existed before stress, without matching free hydrogen, they also take up atoms. The balance is $(N+N_p)h=K$, so $\varepsilon t^q\approx-N_p/N$, $q=-\tfrac14$ and $R=1.763$. To first order in $N_p/N$, this reduction of $N$ is constant in absolute terms, so its relative size fades with time, which raises the apparent exponent above $\tfrac14$.

## The end of the window

Let the oxide have thickness $L$. As $\sqrt{Dt}$ approaches $L$, the half-space picture fails, and the outcome depends on the far face. The following limits hold for $\sqrt{Dt}\gg L$ and still assume $N\ll N_0$.

If the face is closed to hydrogen, the density becomes uniform, $N=hL$. With $Nh=K$ this gives a plateau, $N=\sqrt{KL}$.

If it is open and removes every arriving atom, the profile becomes linear and the flux is $Dh/L$. Then

$$\frac{dN}{dt}=\frac{DK}{LN}\quad\Rightarrow\quad N\simeq\sqrt{\frac{2DKt}{L}}, \tag{17}$$

so the exponent rises to $\tfrac12$. Equation (3) no longer holds here, because hydrogen leaves the oxide.

## Worked example: a thick gate oxide

Consider a power MOS transistor under negative gate bias at 400 K, with a 100 nm oxide at 3 MV/cm, which means 30 V across the oxide. The round model parameters are $D=4\times10^{-17}\ \mathrm{cm^2/s}$, $N_0=5\times10^{12}\ \mathrm{cm^{-2}}$, $k_F=2\times10^{-3}\ \mathrm{s^{-1}}$ and $k_R=2.5\times10^{-18}\ \mathrm{cm^3/s}$. Then

$$K=\frac{(2\times10^{-3})(5\times10^{12})}{2.5\times10^{-18}}=4\times10^{27}\ \mathrm{cm^{-5}}.$$

After $10^5$ s, $\sqrt{Dt}=2\times10^{-6}$ cm, or 20 nm, and (13) gives

$$N=\sqrt{1.352\times4\times10^{27}\times2\times10^{-6}}\ \mathrm{cm^{-2}}=1.04\times10^{11}\ \mathrm{cm^{-2}}.$$

About 2 % of the bonds are broken. The surface hydrogen density is $K/N=3.8\times10^{16}\ \mathrm{cm^{-3}}$. If every trap carried one elementary charge $e$, the threshold would shift by $eNL/\epsilon_{ox}=0.48$ V, where $\epsilon_{ox}=3.9\,\epsilon_0$ is the oxide permittivity. This is small beside 30 V, so a constant field is reasonable.

A numerical solution of (1) and (2), with the bond supply held at $N_0$ but without assuming equilibrium or a power law, gives about 0.82 of the law at 1 s, 0.972 at 10 s and 0.995 at 100 s. At $10^5$ s the two agree within the mesh error of about 0.01 %, and the exponent over the last decade is 0.250. With $t_c=0.49$ s, the equilibrium correction $\frac14(t_c/t)^{3/4}$ is 2.6 % at 10 s, close to the 2.8 % deficit found. These early values test the mathematics, not the material: with a hop length $a=0.3$ nm, an atom hops to the next plane deeper in the oxide at the rate $D/a^2$, or about once in 22 s, and continuum diffusion has no meaning on shorter times.

### What the law leaves out

The simulated changes of $N$ at $10^5$ s, relative to the same half-space solution, are as follows.

- Bond depletion lowers $N$ by 0.94 %; (16) gives 0.95 %.
- Old traps, $10^{10}\ \mathrm{cm^{-2}}$, lower it by 5.3 %; (16) gives 5.5 %. The last-decade exponent becomes 0.269.
- Pairing into H$_2$ raises it by 2.7 %, with exponent 0.260. Two atoms approach with relative diffusion coefficient $2D$, so for a capture radius $r=0.3$ nm atoms are lost at $4\pi r(2D)H^2$ per volume. Every encounter is assumed to react, and no molecule returns. A reaction barrier would reduce the effect.
- Hops of finite length raise it by 0.2 %. This is the extra storage $ha/2$ per area in the first atomic plane, so its size depends on where that plane is placed.

With all four included and a closed far face, $N=1.00\times10^{11}\ \mathrm{cm^{-2}}$ and the exponent is 0.274. The density hardly moves, because the corrections partly cancel. The exponent matters more for extrapolation: doubling $N$ takes a factor $2^4=16$ in time on the ideal law, but $2^{1/0.274}\approx12.5$ if the fitted exponent is used. These factors show only the sensitivity to the exponent: starting from $10^5$ s, both lead beyond the end of the window found below, where neither extrapolation holds for this oxide.

The far face, open or closed, moves $N$ by 2 % from the law at about $9.5\times10^5$ s, when $\sqrt{Dt}\approx0.6L$. The closed-face plateau would be $2.0\times10^{11}\ \mathrm{cm^{-2}}$.

The mean-field assumption sets a much stricter limit. An atom released at a reflecting interface a time $t$ ago contributes a density $2/(4\pi Dt)^{3/2}$ at its own bond; the factor 2 arises because it spreads into half the space. For an atom released at the start of stress, the ratio of this density to the mean density $K/N$ is one at $2.1\times10^4$ s and 0.15 at $10^5$ s. But at $10^5$ s equation (1) repairs a broken bond after about $1/(k_RH(0,t))\approx10$ s. Almost all broken bonds are therefore far younger, and their own atoms are still beside them.

A capture estimate shows what this does. Around a perfectly absorbing bond of capture radius $r$ on a reflecting plane, the steady density at distance $\rho$ is $H(1-r/\rho)$, where $H$ is the density far away. The flow through a hemisphere is then $k_DH$ with $k_D=2\pi rD$. For $r=0.3$ nm, $k_D=7.5\times10^{-24}\ \mathrm{cm^3/s}$, about $3\times10^5$ times smaller than $k_R$. An atom at its bond is recaptured or escapes in the ratio $k_R:k_D$, so it escapes with probability $k_D/(k_R+k_D)\approx3\times10^{-6}$. The net capture coefficient for distant atoms, $k_Rk_D/(k_R+k_D)$, is smaller than $k_R$ by the same factor. Hence $K$ and the law (13) are unchanged, but $k_F$ in (14) must be reduced by this factor, which moves $t_c$ from 0.49 s to about $10^7$ s.

This is later than the end of the window near $10^6$ s. For separate bonds with this capture radius, the example has no quarter-power window, and its numbers are solutions of the mean-field equations, not predictions for a device. With $k_FN_0$ replaced by its largest possible value $Kk_D$ in (14), the condition $t_c<L^2/D$ becomes $K>G/[(2\pi r)^2L^3]\approx4\times10^{28}\ \mathrm{cm^{-5}}$, ten times the value used here. This condition is necessary but far from sufficient. The window ends near $0.38\,L^2/D$, so merely placing $t_c$ at its end takes $K\approx1.6\times10^{29}\ \mathrm{cm^{-5}}$, and equilibrium needs $t\gg t_c$. With the reduced coefficients and bond depletion in (1) and (2), the local exponent at $9.5\times10^5$ s is still 0.81 for ten times and 0.56 for forty times the present $K$, and at four hundred times about half the bonds are already broken.

### How the parameters compare with real oxides

The thickness, field and temperature are in the range of bias-stress tests on power transistors. The field is well below oxide breakdown, roughly 10 MV/cm. For a rough electron barrier of 3.1 eV and mass of 0.4 electron masses, the tunnelling factor is about $10^{-34}$, so tunnelling through the barrier is negligible. The diffusion coefficient is far from that of free atomic hydrogen in silica, which is of rough order $10^{-6}\ \mathrm{cm^2/s}$. Such atoms would cross this oxide in about $10^{-4}$ s, and the quarter-power window would be lost.

The example therefore requires hydrogen that is mostly trapped. Let free atoms have density $F$, diffusion coefficient $D_f$ and repassivation coefficient $k_f$, and let fast exchange hold $R_t$ trapped atoms per free one. The total is $H=(1+R_t)F$. The flux $-D_f\partial_xF$ and the repair rate $k_fNF$ then take the forms in (1) and (2), with

$$D=\frac{D_f}{1+R_t},\qquad k_R=\frac{k_f}{1+R_t}. \tag{18}$$

If exchange is fast, the mean-field law survives, with $H$ now the total density. The ratio $k_R/D$ is unchanged, so trapping does not relieve the capture limit found above. The example needs $R_t=2.5\times10^{10}$. For dilute occupation of $n_t$ traps and $n_s$ ordinary sites per volume, thermal equilibrium gives $R_t=(n_t/n_s)e^{E_b/k_BT}$, where $k_B$ is Boltzmann's constant and $T$ the temperature. With chosen densities $n_t=10^{19}$ and $n_s=2\times10^{22}\ \mathrm{cm^{-3}}$, the binding energy must be $E_b=1.09$ eV. Surface occupation at the end is 0.4 %, so the dilute form is consistent. Exchange is not fast at all times, however. If a free atom is captured by traps at the rate $4\pi rD_fn_t$ with $r=0.3$ nm, it then stays trapped for about $R_t/(4\pi rD_fn_t)\approx7\times10^3$ s, and (18) holds only well after that time. Between traps a free atom then covers a root-mean-square distance of $\sqrt{3/(2\pi rn_t)}\approx13$ nm, far more than the 0.3 nm hops assumed above, so the 0.2 % found for finite hops does not apply to this case. The repair coefficient sets a further limit. By (18), the example needs $k_f=(1+R_t)k_R\approx6\times10^{-8}\ \mathrm{cm^3/s}$. Free hydrogen atoms at 400 K have a mean thermal speed $\bar v\approx2.9\times10^5$ cm/s, so they can strike a hemisphere of radius $r=0.3$ nm at most at the rate $\tfrac12\pi r^2\bar v\approx4\times10^{-10}\ \mathrm{cm^3/s}$ per unit density. The required value is about 150 times larger, so trapping alone cannot justify the chosen $k_R$ for separate bonds. Whether a given oxide contains such traps is a separate question that the law cannot settle.

The charge state matters just as much. With linear mobility, a singly charged atom with the same $D$ would drift $eED t/k_BT\approx3500$ nm in field $E$ during the stress, 35 times the oxide thickness. For 0.3 nm hops $eEa/k_BT\approx2.6$, which is beyond the linear regime, so this distance is only an order of magnitude. Measured threshold shifts can also include charge captured inside the oxide, which (1) omits. An exponent near $\tfrac14$ is thus compatible with this mechanism but does not identify it.

In a memory chip, the closest counterparts are the thick-oxide transistors that switch the programming voltage. For fixed $D$, the end of the window scales as $L^2$: at 40 nm it would come at about $1.5\times10^5$ s instead of $9.5\times10^5$ s. The numerical output below lists the simulated values and most of the others; the capture and exchange estimates follow from the formulas given with them.

## Computed values

```
temperature 400 K, kT 0.03447 eV
oxide thickness 100 nm, field 3.0 MV/cm
gate voltage across oxide 30.0 V
stress time 1e+05 s
D 4.0e-17 cm2/s, N0 5.0e+12 cm^-2
kF 2.0e-03 1/s, kR 2.50e-18 cm3/s
K = kF N0/kR 4.000e+27 cm^-5
Gamma(3/4)/Gamma(5/4) 1.35196
prefactor (its square root) 1.16274
diffusion length sqrt(Dt) 20.00 nm
N by law at end 1.0400e+11 cm^-2
N simulated at end 1.0399e+11 cm^-2
surface H density at end 3.846e+16 cm^-3
threshold shift if all traps charged 0.483 V
crossing time with linear law 0.489 s
t 1e+00 s: simulated/law 0.8160
t 1e+01 s: simulated/law 0.9718
t 1e+02 s: simulated/law 0.9952
t 1e+03 s: simulated/law 0.9991
t 1e+04 s: simulated/law 0.9998
t 1e+05 s: simulated/law 0.9999
exponent over last decade 0.2500
R(1/4) 2.1981, R(-1/4) 1.7628
depletion: simulated -0.94 %
depletion: formula -0.95 %
old traps 1e+10 cm^-2: simulated -5.33 %
old traps: formula -5.45 %
exponent with old traps 0.2687
pairing radius and hop length 0.3 nm
pairing to H2: change of N 2.72 %
exponent with pairing 0.2596
hop time a^2/D 22.5 s
finite hops: change of N 0.18 %
all together: N 1.003e+11 cm^-2
all together: exponent 0.2739
own-atom/mean density at end 0.146
own-atom/mean density is 1 at 2.14e+04 s
closed far face: 2 % off law at 9.55e+05 s
open far face: 2 % off law at 9.55e+05 s
closed-face limit of N 2.000e+11 cm^-2
open-face late exponent 0.5034
drift length if H were charged 3481 nm
tunnel barrier 3.1 eV, mass 0.4 m_e (rough)
tunnelling exponent 78.6, factor 7.3e-35
free-H D (rough) 1e-06 cm2/s
free-H time L^2/D 1.0e-04 s
needed trapped/free ratio 2.50e+10
ordinary sites 2e+22, traps 1e+19 cm^-3
needed trap binding energy 1.087 eV
trap occupation at surface 0.38 %
```
